# PAW time evolution with moving nuclei and a conserved norm

## 1. One amplitude

Let a quantum system have a single state of real energy $E$. Its amplitude $\psi$ obeys, in Hartree atomic units,

$$i\dot\psi=E\psi .$$

A dot means $d/dt$. Now write $\psi=\tau(t)\,c$, where $\tau(t)$ is a given real, positive function, and ask how $c$ evolves. The product rule gives

$$i(\tau\dot c+\dot\tau c)=E\tau c .$$

Multiplying by $\tau$ and moving the second term to the right,

$$i\tau^2\dot c=(\tau^2E-i\tau\dot\tau)\,c .$$

The factor $s=\tau^2$ is the overlap: the probability is $|\psi|^2=s|c|^2$, not $|c|^2$. The solution is $c=\psi(0)e^{-iEt}/\tau(t)$, so that $s|c|^2=|\psi(0)|^2$ at all times. The amplitude $c$ shrinks when $\tau$ grows.

If the term $-i\tau\dot\tau$ is left out, $\tau^2$ cancels from both sides and $c=c(0)e^{-iEt}$. Then

$$s|c|^2=\tau(t)^2|c(0)|^2 ,$$

which follows $\tau^2$ up and down. The amplitude no longer adjusts to the changing meaning of $c$.

A complex factor shows a second role of the term. Let $\tau=\rho e^{i\theta}$ with $\rho$ and $\theta$ real. The first multiplication is now by $\tau^*$, and the extra term is

$$-i\tau^*\dot\tau=-i\rho e^{-i\theta}(\dot\rho+i\rho\dot\theta)e^{i\theta}=-i\rho\dot\rho+\rho^2\dot\theta .$$

The imaginary part, $-i\rho\dot\rho=-\tfrac i2\dot s$, keeps the norm. The real part, $\rho^2\dot\theta$, corrects the phase and has no effect on the norm. Both roles survive in the general case.

## 2. From a number to an operator

In the projector augmented-wave (PAW) method a smooth orbital $\tilde\psi$ stands for the all-electron orbital $\psi$ through a linear map,

$$\psi=T\tilde\psi .$$

The nuclei follow given differentiable classical paths $\mathbf R_a(t)$, and $T$ depends on time through them. The orbital obeys

$$i\dot\psi=H\psi ,$$

with $H(t)$ Hermitian. It may be a one-electron Hamiltonian or a mean-field Hamiltonian evaluated along the evolution. I assume that $T$ is invertible and that the orbitals are smooth enough for the operators below to act on them. The inner product $\langle f,g\rangle$ is linear in $g$.

Since both $T$ and $\tilde\psi$ change,

$$\dot\psi=T\dot{\tilde\psi}+\dot T\tilde\psi .$$

Insert this on the left of the Schrödinger equation and $\psi=T\tilde\psi$ on the right:

$$iT\dot{\tilde\psi}+i\dot T\tilde\psi=HT\tilde\psi .$$

Act with $T^\dagger$ from the left, and define

$$S=T^\dagger T,\qquad \tilde H=T^\dagger HT .$$

The result is $iS\dot{\tilde\psi}+iT^\dagger\dot T\tilde\psi=\tilde H\tilde\psi$, or

$$\boxed{\,iS\dot{\tilde\psi}=(\tilde H+P)\tilde\psi,\qquad P=-iT^\dagger\dot T\,}$$

This is the required equation, $iS\,d\tilde\psi/dt=(\tilde H-iT^\dagger dT/dt)\tilde\psi$. The minus sign comes from carrying $iT^\dagger\dot T\tilde\psi$ across the equality.

No information is lost by acting with $T^\dagger$. If $T$ is invertible, so is $T^\dagger$, and it can be removed again. The smooth equation is therefore equivalent to the original one.

**Limit: nuclei at rest.** Then $\dot T=0$ and $P=0$, leaving $iS\dot{\tilde\psi}=\tilde H\tilde\psi$. For $\tilde\psi=e^{-i\varepsilon t}\tilde\psi_0$ and constant $H$ this becomes the generalized eigenvalue problem $\tilde H\tilde\psi_0=\varepsilon S\tilde\psi_0$.

**Limit: a unitary map.** Take $T=e^{-i\mathbf R(t)\cdot\mathbf p}$ with $\mathbf p=-i\nabla$, which shifts a function by $\mathbf R$. Here $S=1$. With $\mathbf v=\dot{\mathbf R}$ we have $\dot T=-i\,\mathbf v\cdot\mathbf p\,T$, and $T$ commutes with $\mathbf p$, so

$$P=-iT^\dagger(-i\,\mathbf v\cdot\mathbf p)T=-\mathbf v\cdot\mathbf p .$$

This can be checked directly. The shifted-back orbital is $\tilde\psi(\mathbf r,t)=\psi(\mathbf r+\mathbf R,t)$. Its time derivative contains $\mathbf v\cdot\nabla\tilde\psi$, and $i\mathbf v\cdot\nabla=-\mathbf v\cdot\mathbf p$. The sign agrees. In this limit $P$ is Hermitian and nonzero although $S$ is constant, like the term $\rho^2\dot\theta$ above.

## 3. The PAW map and its time derivative

For PAW the map is

$$T=1+\sum_{a,i}|\Delta_{ai}\rangle\langle\tilde p_{ai}|,\qquad \Delta_{ai}=\phi_{ai}-\tilde\phi_{ai} .$$

Here $\phi_{ai}$ are all-electron partial waves of atom $a$, $\tilde\phi_{ai}$ their smooth counterparts, and $\tilde p_{ai}$ the projectors. The two kinds of partial wave agree outside the augmentation sphere, so $\Delta_{ai}$ vanishes there. On each atom $\langle\tilde p_{ai},\tilde\phi_{aj}\rangle=\delta_{ij}$.

**When is $T$ invertible?** Combine $a,i$ into one index. Suppose $Tf=0$ and put $c_j=\langle\tilde p_j,f\rangle$. Then $f=-\sum_j\Delta_jc_j$. Taking the inner product with $\tilde p_i$ gives

$$\sum_jM_{ij}c_j=0,\qquad M_{ij}=\delta_{ij}+\langle\tilde p_i,\Delta_j\rangle .$$

If $M$ is nonsingular, all $c_j$ vanish and so does $f$. As $T$ differs from the identity by an operator of finite rank, this is enough for invertibility. If $M$ is singular, a nonzero vector $c$ with $Mc=0$ gives $f=-\sum_j\Delta_jc_j$. Then $\langle\tilde p_i,f\rangle=c_i$, so $f\neq0$ and $Tf=0$. The smooth orbital is then not unique, $S$ has no inverse, and the evolution equation does not determine $\dot{\tilde\psi}$.

**The derivative.** By the chain rule,

$$\dot T=\sum_a\mathbf v_a\cdot\frac{\partial T}{\partial\mathbf R_a},$$

and, because both factors of each term move,

$$\frac{\partial T}{\partial\mathbf R_a}=\sum_i\Big(\Big|\frac{\partial\Delta_{ai}}{\partial\mathbf R_a}\Big\rangle\langle\tilde p_{ai}|+|\Delta_{ai}\rangle\Big\langle\frac{\partial\tilde p_{ai}}{\partial\mathbf R_a}\Big|\Big).$$

If the functions ride rigidly with the nucleus they depend on $\mathbf r-\mathbf R_a$, and $\partial/\partial\mathbf R_a$ acts on them as $-\nabla_{\mathbf r}$. Thus $P$ is linear in the nuclear velocities. If the partial waves also changed shape with time, that change would have to be added to $\dot T$; the boxed equation would stay the same.

## 4. The norm

The all-electron norm, expressed by the smooth orbital, is

$$N=\langle\psi,\psi\rangle=\langle T\tilde\psi,T\tilde\psi\rangle=\langle\tilde\psi,S\tilde\psi\rangle .$$

It must be constant, since $H$ is Hermitian and the two equations are equivalent. A direct calculation shows which term does the work. Three factors depend on time:

$$\dot N=\langle\dot{\tilde\psi},S\tilde\psi\rangle+\langle\tilde\psi,\dot S\tilde\psi\rangle+\langle\tilde\psi,S\dot{\tilde\psi}\rangle .$$

To cover the correct equation and its altered forms together, let the extra term be some operator $X$, so that

$$S\dot{\tilde\psi}=-i(\tilde H+X)\tilde\psi .$$

The third term of $\dot N$ is $-i\langle\tilde\psi,(\tilde H+X)\tilde\psi\rangle$. In the first, $S$ is Hermitian and can be moved to the left factor. The factor $-i$ then leaves the left side of the inner product as $+i$:

$$\langle S\dot{\tilde\psi},\tilde\psi\rangle=i\langle(\tilde H+X)\tilde\psi,\tilde\psi\rangle=i\langle\tilde\psi,(\tilde H+X^\dagger)\tilde\psi\rangle .$$

The last step uses $\tilde H^\dagger=T^\dagger H^\dagger T=\tilde H$. On adding, $\tilde H$ cancels:

$$\dot N=\langle\tilde\psi,\dot S\tilde\psi\rangle+i\langle\tilde\psi,(X^\dagger-X)\tilde\psi\rangle .\tag{A}$$

**With the derived term, $X=P$.** From $P=-iT^\dagger\dot T$ follows $P^\dagger=i\dot T^\dagger T$. Hence

$$P^\dagger-P=i(\dot T^\dagger T+T^\dagger\dot T)=i\dot S ,$$

because the bracket is the time derivative of $T^\dagger T$. The second term in (A) is $i\cdot i\langle\dot S\rangle=-\langle\dot S\rangle$, and $\dot N=0$.

**Without it, $X=0$.** Equation (A) leaves

$$\dot N=\langle\tilde\psi,\dot S\tilde\psi\rangle,\qquad N(t)=N(0)+\int_0^t\langle\tilde\psi,\dot S\tilde\psi\rangle\,dt' .\tag{B}$$

The orbital in the integral is the one propagated without $P$. The physical reason is that of the first section: a given $\tilde\psi$ represents a different $\psi$, with a different norm, once the nuclei have moved.

## 5. In what sense the term is needed

Equation (A) can be written $\dot N=\langle\tilde\psi,B\tilde\psi\rangle$ with the Hermitian operator $B=\dot S+i(X^\dagger-X)$. If the norm is to be conserved for every orbital, all expectation values of $B$ must vanish. For a Hermitian operator on a complex space this means $B=0$, that is

$$X-X^\dagger=-i\dot S .\tag{C}$$

If $\dot S\neq0$, the choice $X=0$ violates this condition, so some orbitals gain or lose norm. An extra term is therefore needed whenever $S$ depends on time.

Condition (C) fixes the anti-Hermitian part of $X$ and leaves its Hermitian part free. The derived term splits as

$$P=-\frac i2\dot S+P_{\rm h},\qquad P_{\rm h}=-\frac i2\left(T^\dagger\dot T-\dot T^\dagger T\right).$$

The sum is $-iT^\dagger\dot T$, as it should be. The bracket in $P_{\rm h}$ changes sign under Hermitian conjugation, so with the factor $-i/2$ the operator $P_{\rm h}$ is Hermitian. The first part conserves the norm. The second is required by the Schrödinger equation but cannot be detected through the norm. A constant norm is thus a necessary check on an implementation, not a sufficient one.

**Limit: an orbital of definite parity.** A particular orbital may keep its norm for a moment even without $P$. Consider one nucleus in one dimension, with an $S$ that is symmetric under reflection about it. A displacement $+\delta$ of the nucleus turns into $-\delta$ under this reflection, so $\partial S/\partial R$ is odd. Its expectation value vanishes in any orbital that is even or odd about the nucleus, and $\dot N=0$ at that instant. In general the norm does not stay constant afterwards, since the orbital need not keep a definite parity about the nucleus as the nucleus moves on. For $\tilde\psi=e+o$ with even part $e$ and odd part $o$, the rate without $P$ is $\dot N=2\,{\rm Re}\langle e,\dot S\,o\rangle$. Mixed parity is needed for it to be nonzero but is not enough: if $S$ is real, $e$ real and $o$ imaginary, as for a real even function multiplied by $e^{iv(x-R)}$, it still vanishes. A test of the rate at one instant should use an orbital for which this cross term is nonzero.

**A finite fixed basis.** Replace the operators by their matrices $S_{mn}=\langle b_m,Sb_n\rangle$, and likewise for $\tilde H$ and $P$, in a basis $b_n$ that does not move. The relation $P-P^\dagger=-i\dot S$ passes to the matrices, and the norm is still conserved. The orbital, however, then solves a projected equation, whose accuracy depends on the basis. If the basis functions themselves move, their motion also contributes to the time derivative of the matrix of $S$, and a term with their time derivative has to be included in the equation.

**An approximate overlap.** If a calculation replaces $T^\dagger T$ by a simplified $S$, condition (C) must hold for the $S$ in use. If a simplified $S$ is combined with a $P$ belonging to another overlap, (A) gives the norm rate as the expectation value of the difference between the two time derivatives $\dot S$. It vanishes for every orbital only if these derivatives are equal.

## 6. A moving well with a known solution

The model has one electron in one dimension and a nucleus at $R(t)=R_0+vt$, with the potential

$$V(y)=-3\,{\rm sech}^2y,\qquad y=x-R(t),$$

lengths being in bohr and energies in hartree. The two functions

$$\phi_1=\sqrt{\tfrac34}\,{\rm sech}^2y,\qquad \phi_2=\sqrt{\tfrac32}\,{\rm sech}\,y\tanh y$$

are bound states of the well at rest. For the first, $({\rm sech}^2y)''=4\,{\rm sech}^2y-6\,{\rm sech}^4y$. Hence $-\tfrac12\phi_1''+V\phi_1=-2\phi_1$, the fourth powers cancelling. For the second, $({\rm sech}\,y\tanh y)''={\rm sech}\,y\tanh y\,(1-6\,{\rm sech}^2y)$, which gives the energy $-\tfrac12$.

These states serve as partial waves. Inside $|y|<2$ the smooth waves are lowered,

$$\tilde\phi_i=\phi_i\left(1-\tfrac12w\right),\qquad w=\left(1-\tfrac{y^2}{4}\right)^4,$$

and $w=0$ outside. Near the nucleus $w\approx1-y^2$ and ${\rm sech}^2y\approx1-y^2$, so $\tilde\phi_1\propto(1-y^2)(\tfrac12+\tfrac12y^2)\approx\tfrac12$ with corrections that begin at order $y^4$: the lower smooth wave is flat there. The projectors are

$$\tilde p_i=\frac{w\tilde\phi_i}{\int w\tilde\phi_i^2\,dy} .$$

The denominator gives $\langle\tilde p_i,\tilde\phi_i\rangle=1$, and opposite parity makes the mixed products zero. The matrix $M$ is diagonal with elements $\langle\tilde p_i,\phi_i\rangle$. These are positive, because $w\tilde\phi_i\phi_i\ge0$, so $T$ is invertible.

**A reference without PAW.** Let $\chi(y,t)$ solve the problem for the well at rest, $i\partial_t\chi=-\tfrac12\chi''+V\chi$. Then

$$\psi(x,t)=e^{i(vx-v^2t/2)}\chi(x-R(t),t)$$

solves the problem for the moving well. To see this, leave out the common exponential and compare

$$i\dot\psi\to\tfrac12v^2\chi+i\partial_t\chi-iv\chi',\qquad
-\tfrac12\psi''\to-\tfrac12\chi''-iv\chi'+\tfrac12v^2\chi .$$

The terms in $v$ and $v^2$ match, and the rest is the equation for $\chi$. I take

$$\chi=\frac{1}{\sqrt2}\left(\phi_1e^{2it}+\phi_2e^{it/2}\right),$$

which has norm one and mixed parity. The velocity is $v=0.5$, and the nucleus moves from $-1$ to $+1$ bohr in 4 atomic units of time. This speed, about $10^6$ m/s, is that of a proton with a few keV of kinetic energy and lies far above thermal nuclear speeds. The sizes of the errors found below belong to this model and this velocity.

**The start.** The smooth waves lack norms of 0.6098 and 0.2716. Without the boost factor the smooth orbital would be $(\tilde\phi_1+\tilde\phi_2)/\sqrt2$, with plain norm

$$1-\tfrac12(0.6098+0.2716)=0.559 .$$

With the boost it is 0.573. The boosted orbital is not a combination of the two partial waves, so its smooth partner had to be found by inverting $T$. The norm with $S$ is 1.000.

At this instant $\langle\dot S\rangle=+0.3385$ per atomic unit of time. The contribution of $P$ to (A) is $i\langle P^\dagger-P\rangle=2\,{\rm Im}\langle\tilde\psi,P\tilde\psi\rangle=-0.3385$. The two cancel. They were computed by different routes: the first from finite differences of the norm at fixed $\tilde\psi$, the second from the analytic $\dot T$.

**The evolution.** Three smooth orbitals are propagated from the same start: with the full $P$, with no extra term, and with $-\tfrac i2\dot S$ alone. The norms without the extra term are:

| $t$ | $N$, no $P$ |
|---|---|
| 1 | 1.309 |
| 2 | 1.201 |
| 3 | 0.883 |
| 4 | 0.922 |

The integral in (B) reproduces these values to all printed digits. The norm does not drift in one direction, since $\langle\dot S\rangle$ changes sign along the way. The largest departure from one is 0.33. With the full $P$ the norm changes by at most $1.0\times10^{-10}$, and with the anti-Hermitian part alone by at most $1.5\times10^{-10}$. These small remainders belong to the numerical propagation, as (A) gives zero in both cases.

The orbitals tell the last two apart. Let $d=\|T\tilde\psi-\psi\|$ be the distance from the closed-form orbital, which has norm one. At $t=4$,

- $d=6\times10^{-7}$ with the full $P$,
- $d=0.184$ without $P$,
- $d=0.084$ with the anti-Hermitian part alone.

The third orbital has the right norm and is still wrong by about 8% in this measure. Part of this is an overall phase of 0.047 rad, which affects no observable; with that phase removed the distance is still 0.069. What it lacks is $P_{\rm h}$.

**Would rescaling help?** In the one-amplitude case with real $\tau$ and a starting norm of one, dividing by $\sqrt N$ repairs the missing term. Here it does not. Write $\psi'=T\tilde\psi$ for the orbital without $P$ at $t=4$. Expanding $d^2=\|\psi'\|^2+1-2\,{\rm Re}\langle\psi,\psi'\rangle$ gives

$${\rm Re}\langle\psi,\psi'\rangle=\tfrac12(0.9216+1-0.1840^2)=0.9439 .$$

After division by $\sqrt{0.9216}=0.9600$ the overlap is 0.9832, and the new distance is

$$\sqrt{2-2(0.9832)}=0.183 .$$

The error is almost unchanged, because at $t=4$ the factor $\sqrt N$ is already close to one. At $t=1$, where $N=1.309$ and $d=0.216$, the same arithmetic gives a distance of 0.150 after rescaling, so part of the error is removed but most remains. What is left lies in the spatial form of the orbital, its modulus and position-dependent phase, which a rescaling cannot restore.

The numerical check carries out these propagations and checks the full equation against the closed-form orbital.

## Values computed for the example and the checks

```
All quantities in Hartree atomic units; norms are dimensionless
nuclear velocity: 0.50 bohr per a.u. of time
nuclear position, start and end: -1.00, 1.00 bohr
augmentation radius: 2.00 bohr; lowering factor: 0.50
grid: 160 points, spacing 0.200 bohr; time step 0.0080 a.u.
bound-state energies: -2.00, -0.50 hartree
norm missing from smooth waves 1, 2: 0.6098, 0.2716
largest error of T phi~ = phi on the grid: 4.6e-08 bohr^(-1/2)
smallest eigenvalue of S on the path: 0.9961
plain norm <psi~,psi~> at start: 0.5732
<psi~,S psi~> at start: 1.000000
norm rate at start from dS/dt: +0.338501 per a.u. of time
norm rate at start from P:     -0.338501 per a.u. of time
Norm <psi~,S psi~> at time t (a.u.):
  t   full P    no P      start+integral<dS/dt>  anti-Herm. part only
  1.0 1.000000  1.309299  1.309299               1.000000
  2.0 1.000000  1.200848  1.200848               1.000000
  3.0 1.000000  0.883258  0.883258               1.000000
  4.0 1.000000  0.921625  0.921625               1.000000
Orbital error ||T psi~ - psi|| at time t (a.u.), dimensionless:
  t   full P    no P     anti-Herm. part only
  1.0 3.0e-07   0.2157   0.0289
  2.0 3.9e-07   0.3209   0.0482
  3.0 4.9e-07   0.2953   0.0655
  4.0 6.4e-07   0.1840   0.0836
largest norm change, full P: 1.0e-10
largest norm change, no P: 0.3293
largest norm change, anti-Hermitian part only: 1.5e-10
```
